# Gauge dependence of Dirac-Fock transition amplitudes from the radial continuity equation: a program that tests the result

```python
"""
Gauge dependence of relativistic electric multipole amplitudes.

Result under test (atomic units): the amplitude for absorption a -> b is
    M(G) = M_C - (G/k) Lam,   k = omega/c,
    Lam  = c Int[f' D + (kb-ka) (f/r) T] dr - omega Int f S dr,  f = j_L(k r),
    S = Pb Pa + Qb Qa,  D = Qb Pa - Pb Qa,  T = Pb Qa + Qb Pa.
Lam = 0 for eigenstates of one local potential with omega = eb - ea.
For Dirac-Fock orbitals Lam equals an integral over the exchange operator.
Orbitals are (P chi_kappa, i Q chi_-kappa)/r; energies exclude the rest energy.
G = 0: Coulomb gauge; G = sqrt((L+1)/L): length gauge.
Example: Ge29+ (1s2 core frozen, valence 2s and 2p), point nucleus.
"""
from functools import lru_cache
from math import factorial, pi, sqrt
from types import SimpleNamespace

import numpy as np
import sympy as sp
from numpy.polynomial.legendre import leggauss, legvander
from scipy.constants import fine_structure, physical_constants
from scipy.integrate import quad
from scipy.linalg import block_diag, eigh
from scipy.special import eval_genlaguerre, lpmv, spherical_jn

c = 1.0 / fine_structure
EV = physical_constants["Hartree energy in eV"][0]
Z = 32

# ---------- radial grid: Gauss panels in ln r, with running integrals ----------
PANELS, NODES = 40, 16
t, wt = leggauss(NODES)
edges = np.linspace(np.log(1e-8), np.log(5.0), PANELS + 1)
half = 0.5 * (edges[1] - edges[0])
r = np.exp((edges[:-1] + half)[:, None] + half * t[None, :]).ravel()
w = half * np.tile(wt, PANELS) * r
leg = legvander(t, NODES)
anti = np.empty((NODES, NODES))
anti[:, 0] = t + 1
for n in range(1, NODES):
    anti[:, n] = (leg[:, n + 1] - leg[:, n - 1]) / (2 * n + 1)
unit_running = anti @ np.linalg.inv(leg[:, :NODES])
panel = np.repeat(np.arange(PANELS), NODES)
running = np.where(panel[None, :] < panel[:, None], w[None, :], 0.0)
for p in range(PANELS):
    s = slice(p * NODES, (p + 1) * NODES)
    running[s, s] = half * unit_running * r[s][None, :]


def coulomb_kernel(k):
    """Matrix taking a radial density to its potential of multipole order k."""
    inner = (r ** (-k - 1.0))[:, None] * running * (r ** float(k))[None, :]
    outer = (r ** float(k))[:, None] * (w[None, :] - running)
    return inner + outer * (r ** (-k - 1.0))[None, :]


KERNEL = {0: coulomb_kernel(0), 1: coulomb_kernel(1)}
# kappa: (multipole order, coefficient) of exchange with a full 1s shell
EXCHANGE = {-1: (0, 1.0), 1: (1, 1.0 / 3.0), -2: (1, 1.0 / 3.0)}


def sommerfeld(n, kappa, charge):
    g = sqrt(kappa**2 - (charge / c) ** 2)
    return c**2 * (1 / sqrt(1 + (charge / c / (n - abs(kappa) + g)) ** 2) - 1)


@lru_cache(maxsize=None)
def basis(kappa, size, decay):
    g = sqrt(kappa**2 - (Z / c) ** 2)
    envelope = r**g * np.exp(-decay * r)
    f, df = [], []
    for n in range(size):
        lag = eval_genlaguerre(n, 2 * g, 2 * decay * r)
        dlag = np.zeros_like(r)
        if n > 0:
            dlag = -2 * decay * eval_genlaguerre(n - 1, 2 * g + 1, 2 * decay * r)
        func = envelope * lag
        norm = sqrt(w @ func**2)
        f.append(func / norm)
        df.append(envelope * ((g / r - decay) * lag + dlag) / norm)
    return np.array(f), np.array(df)


def solve(kappa, n, potential, core=None, size=26, decay=30.0):
    """Orbital in a local potential, plus exchange with a 1s2 core if given."""
    f, df = basis(kappa, size, decay)
    overlap = (f * w) @ f.T
    vmat = (f * (w * potential)) @ f.T
    kin = c * (f * w) @ (-df + kappa * f / r).T
    ham = np.block([[vmat, kin], [kin.T, vmat - 2 * c**2 * overlap]])
    if core is not None:
        order, coef = EXCHANGE[kappa]
        pair = np.vstack([f * core.P, f * core.Q])
        xmat = -coef * (pair * w) @ KERNEL[order] @ pair.T
        ham = ham + 0.5 * (xmat + xmat.T)
    energies, vectors = eigh(0.5 * (ham + ham.T), block_diag(overlap, overlap))
    # nearest to a screened hydrogenic level; skips the deep spurious kappa > 0 root
    pick = np.argmin(abs(energies - sommerfeld(n, kappa, Z - 1)))
    v = vectors[:, pick]
    v = v * np.sign(w @ (r**2 * (v[:size] @ f)))
    return SimpleNamespace(kappa=kappa, e=energies[pick], P=v[:size] @ f,
                           Q=v[size:] @ f, dP=v[:size] @ df, dQ=v[size:] @ df)


def dot(x, y):
    return x.P * y.P + x.Q * y.Q


def amplitudes(b, a, omega, L=1):
    k = omega / c
    j, dj = spherical_jn(L, k * r), k * spherical_jn(L, k * r, True)
    jnext = spherical_jn(L + 1, k * r)
    S, D, T = dot(b, a), b.Q * a.P - b.P * a.Q, b.P * a.Q + b.Q * a.P
    dk = b.kappa - a.kappa
    norm = k * sqrt(L * (L + 1))
    length_term = omega * (w @ (j * S))
    lam = c * (w @ (dj * D + dk * j / r * T)) - length_term
    mc = c * (w @ (L * (L + 1) * j / r * D + dk * (j + r * dj) / r * T)) / norm
    ml = (c * k * (w @ (jnext * ((L + 1) * D - dk * T)))
          + (L + 1) * length_term) / norm
    return SimpleNamespace(k=k, j=j, dj=dj, lam=lam, mc=mc, ml=ml,
                           length_term=length_term)


def dirac_fock(size=26, decay=30.0):
    core = solve(-1, 1, -Z / r, None, size, decay)
    change = 1.0
    for _ in range(20):
        direct = -Z / r + 2 * KERNEL[0] @ dot(core, core)
        new = solve(-1, 1, direct, core, size, decay)
        change = abs(new.e - core.e)
        core = new
    assert change < 1e-7
    direct = -Z / r + 2 * KERNEL[0] @ dot(core, core)
    val = {name: solve(kap, 2, direct, core, size, decay)
           for name, kap in (("2s", -1), ("2p1/2", 1), ("2p3/2", -2))}
    return core, direct, val


def exchange_parts(b, a, core, f):
    """Contributions to Lam from exchange acting on b and on a."""
    kb, xb = EXCHANGE[b.kappa]
    ka, xa = EXCHANGE[a.kappa]
    on_b = xb * (w @ (f * (KERNEL[kb] @ dot(core, b)) * dot(core, a)))
    on_a = -xa * (w @ (f * (KERNEL[ka] @ dot(core, a)) * dot(core, b)))
    return on_b, on_a


# ---------- explicit spherical spinors on an angular grid ----------
xg, xw = leggauss(12)
phig = 2 * pi * np.arange(12) / 12
cth, phi = [q.ravel() for q in np.meshgrid(xg, phig, indexing="ij")]
aw = np.repeat(xw, 12) * 2 * pi / 12
sth = np.sqrt(1 - cth**2)


def harmonic(l, m):
    if abs(m) > l:
        return np.zeros_like(cth, dtype=complex)
    q = abs(m)
    y = sqrt((2 * l + 1) / (4 * pi) * factorial(l - q) / factorial(l + q))
    y = y * lpmv(q, l, cth) * np.exp(1j * q * phi)
    return y if m >= 0 else (-1) ** q * np.conj(y)


def spinor(kappa, m):
    l = kappa if kappa > 0 else -kappa - 1
    plus = sqrt((l + m + 0.5) / (2 * l + 1))
    minus = sqrt((l - m + 0.5) / (2 * l + 1))
    up, down = harmonic(l, round(m - 0.5)), harmonic(l, round(m + 0.5))
    if kappa < 0:
        return np.array([plus * up, minus * down])
    return np.array([-minus * up, plus * down])


def bracket(k1, m1, op, k2, m2):
    return np.einsum("g,ig,ijg,jg->", aw, np.conj(spinor(k1, m1)), op,
                     spinor(k2, m2))


def scalar(func):
    return np.eye(2)[:, :, None] * func[None, None, :]


def angular_sum(k1, k2, order):
    """Sum over m2 and M of |<k1,1/2|C_order,M|k2,m2>|^2."""
    total = 0.0
    for m2 in np.arange(-abs(k2) + 0.5, abs(k2)):
        for M in range(-order, order + 1):
            op = scalar(sqrt(4 * pi / (2 * order + 1)) * harmonic(order, M))
            total += abs(bracket(k1, 0.5, op, k2, m2)) ** 2
    return total


ph = np.exp(1j * phi)
sigma_r = np.array([[cth + 0j, sth / ph], [sth * ph, -cth + 0j]])
sigma_t = np.array([[-sth + 0j, cth / ph], [cth * ph, sth + 0j]])


def spinor_amplitude(b, a, g_rad, g_ang):
    """<b|c alpha.A|a>, A = g_rad cos(theta) e_r - g_ang sin(theta) e_theta."""
    total = 0.0
    for g, op in ((g_rad, sigma_r * cth), (g_ang, -sigma_t * sth)):
        upper = bracket(b.kappa, 0.5, op, -a.kappa, 0.5)
        lower = bracket(-b.kappa, 0.5, op, a.kappa, 0.5)
        total += c * (1j * upper * (w @ (g * b.P * a.Q))
                      - 1j * lower * (w @ (g * b.Q * a.P)))
    return total


# ---------- test: transverse dipole potential, symbolically ----------
R, K, TH = sp.symbols("R K theta", positive=True)
j1 = sp.sin(K * R) / (K * R) ** 2 - sp.cos(K * R) / (K * R)
ar = (sp.diff(R * j1, R, 2) + K**2 * R * j1) * sp.cos(TH)
at = -sp.diff(R * j1, R) / R * sp.sin(TH)
div = sp.diff(R**2 * ar, R) / R**2 + sp.diff(sp.sin(TH) * at, TH) / (R * sp.sin(TH))
curl = (sp.diff(R * at, R) - sp.diff(ar, TH)) / R
cc_r = sp.diff(sp.sin(TH) * curl, TH) / (R * sp.sin(TH))
cc_t = -sp.diff(R * curl, R) / R
for expression in (div, cc_r - K**2 * ar, cc_t - K**2 * at,
                   ar - 2 * j1 / R * sp.cos(TH)):
    assert sp.simplify(sp.expand(expression)) == 0

# ---------- test: Coulomb kernels ----------
zt = 10.0
rho = 4 * zt**3 * r**2 * np.exp(-2 * zt * r)
exact = 1 / r - (zt + 1 / r) * np.exp(-2 * zt * r)
far = r > 1e-3
assert np.max(abs(KERNEL[0] @ rho - exact)[far]) < 1e-7
i0 = int(np.argmin(abs(r - 0.1)))


def density(x):
    return 4 * zt**3 * x**2 * np.exp(-2 * zt * x)


direct_quad = (quad(lambda x: x * density(x), 0, r[i0])[0] / r[i0] ** 2
               + r[i0] * quad(lambda x: density(x) / x**2, r[i0], 5)[0])
assert abs((KERNEL[1] @ rho)[i0] - direct_quad) < 1e-6

# ---------- test: exchange coefficients from explicit spinors ----------
for kap, (order, coef) in EXCHANGE.items():
    for k in range(3):
        target = coef if k == order else 0.0
        assert abs(angular_sum(kap, -1, k) - target) < 1e-12

# ---------- test: solver against exact hydrogenic energies ----------
hydrogenic_error = 0.0
for n, kap in ((1, -1), (2, -1), (2, 1), (2, -2)):
    err = abs(solve(kap, n, -Z / r).e - sommerfeld(n, kap, Z))
    hydrogenic_error = max(hydrogenic_error, err)
assert hydrogenic_error < 1e-6

# ---------- Dirac-Fock orbitals and the local comparison ----------
core, direct, val = dirac_fock()
assert abs(w @ dot(core, val["2s"])) < 1e-8
local = {name: solve(o.kappa, 2, direct) for name, o in val.items()}

# ---------- tests: one local potential ----------
local_results = {}
for name in ("2p1/2", "2p3/2"):
    a, b = local["2s"], local[name]
    om = b.e - a.e
    assert om > 0
    S, T = dot(b, a), b.P * a.Q + b.Q * a.P
    dD = b.dQ * a.P + b.Q * a.dP - b.dP * a.Q - b.P * a.dQ
    turn = (b.kappa - a.kappa) * T / r
    gap = abs(dD - turn + om * S / c)[far]
    assert np.max(gap) < 1e-5 * np.max(abs(turn[far]))
    res = amplitudes(b, a, om)
    assert abs(res.lam) < 1e-6 * abs(res.length_term)
    assert abs(res.ml - res.mc) < 1e-5 * abs(res.ml)
    local_results[name] = (om, res)
    # a frequency that is not the eigenvalue difference spoils the cancellation
    off = amplitudes(b, a, 1.05 * om)
    assert abs(off.lam / off.length_term - (1 / 1.05 - 1)) < 1e-6
    # so do two different local potentials
    weaker = -Z / r + KERNEL[0] @ dot(core, core)
    a2 = solve(-1, 2, weaker)
    mixed = amplitudes(b, a2, b.e - a2.e)
    predicted = w @ (mixed.j * (weaker - direct) * dot(b, a2))
    assert abs(predicted) > 1e-2 * abs(mixed.length_term)
    assert abs(mixed.lam - predicted) < 1e-5 * abs(predicted)

# quadrupole transition between the two 2p levels
a, b = local["2p1/2"], local["2p3/2"]
e2 = amplitudes(b, a, b.e - a.e, L=2)
assert abs(e2.lam) < 1e-5 * abs(e2.length_term)

# ---------- tests and results: Dirac-Fock ----------
core_b, direct_b, val_b = dirac_fock(size=22, decay=26.0)
df_results = {}
for name in ("2p1/2", "2p3/2"):
    a, b = val["2s"], val[name]
    om = b.e - a.e
    assert om > 0
    res = amplitudes(b, a, om)
    on_b, on_a = exchange_parts(b, a, core, res.j)
    assert abs(res.lam) > 1e-4 * abs(res.length_term)
    assert abs(res.lam - on_b - on_a) < 1e-6 * abs(res.length_term)
    assert abs(res.ml - (res.mc - sqrt(2) * res.lam / res.k)) < 1e-9 * abs(res.ml)
    # radial reductions against explicit spinor integration
    ang = bracket(b.kappa, 0.5, scalar(cth), a.kappa, 0.5)
    full = spinor_amplitude(b, a, 2 * res.j / r, (res.j + r * res.dj) / r)
    assert abs(full / (res.k * sqrt(2)) - 1j * ang * res.mc) < 1e-9 * abs(res.mc)
    grad = spinor_amplitude(b, a, res.dj, res.j / r) - 1j * ang * res.length_term
    assert abs(grad - 1j * ang * res.lam) < 1e-9 * abs(res.length_term)
    scale = 3 / (sqrt(2) * om)
    slope = -scale * res.lam / res.k
    # stability under a change of basis
    om_b = val_b[name].e - val_b["2s"].e
    res_b = amplitudes(val_b[name], val_b["2s"], om_b)
    slope_b = -3 * res_b.lam / (sqrt(2) * om_b * res_b.k)
    assert abs(slope_b - slope) < 1e-5 * abs(scale * res.ml)
    strength = 2 * om / 3 * angular_sum(-1, b.kappa, 1)
    df_results[name] = SimpleNamespace(
        om=om, res=res, slope=slope, rc=scale * res.mc, rl=scale * res.ml,
        part_b=-scale * on_b / res.k, part_a=-scale * on_a / res.k,
        long_wave=w @ (r * dot(b, a)), strength=strength)

# ---------- printed numbers ----------
print(f"nuclear charge Z = {Z}")
print(f"speed of light c = {c:.6f} a.u.")
print(f"length-gauge parameter for L=1: G = {sqrt(2):.6f}")
print(f"largest hydrogenic energy error = {hydrogenic_error:.1e} hartree")
print("Dirac-Fock, Ge29+, frozen 1s2 core:")
print(f"  energy 1s = {core.e:.5f} hartree")
for name, orbital in val.items():
    print(f"  energy {name} = {orbital.e:.5f} hartree")
for name, d in df_results.items():
    print(f"Dirac-Fock transition 2s-{name}:")
    print(f"  omega = {d.om:.6f} hartree = {d.om * EV:.3f} eV")
    print(f"  k = {d.res.k:.6e} 1/bohr")
    print(f"  Lam = {d.res.lam:.6e} hartree")
    print(f"  omega Int j1 S dr = {d.res.length_term:.6e} hartree")
    print(f"  dR/dG = {d.slope:.6f} bohr")
    print(f"    from exchange on {name} = {d.part_b:.6f} bohr")
    print(f"    from exchange on 2s = {d.part_a:.6f} bohr")
    print(f"  R Coulomb gauge = {d.rc:.6f} bohr")
    print(f"  R length gauge = {d.rl:.6f} bohr")
    print(f"  long-wave Int r S dr = {d.long_wave:.6f} bohr")
    print(f"  (R_length/R_Coulomb - 1) = {100 * (d.rl / d.rc - 1):.3f} percent")
    print(f"  oscillator strength, Coulomb gauge = {d.strength * d.rc**2:.6f}")
    print(f"  oscillator strength, length gauge = {d.strength * d.rl**2:.6f}")
for name, (om, res) in local_results.items():
    scale = 3 / (sqrt(2) * om)
    print(f"Local direct potential, 2s-{name}:")
    print(f"  omega = {om:.6f} hartree")
    print(f"  R Coulomb gauge = {scale * res.mc:.6f} bohr")
    print(f"  R length gauge = {scale * res.ml:.6f} bohr")
    print(f"  |Lam|/(omega |Int j1 S dr|) = {abs(res.lam / res.length_term):.1e}")
print("all tests passed")
```

It prints:

```
nuclear charge Z = 32
speed of light c = 137.035999 a.u.
length-gauge parameter for L=1: G = 1.414214
largest hydrogenic energy error = 4.8e-10 hartree
Dirac-Fock, Ge29+, frozen 1s2 core:
  energy 1s = -498.93547 hartree
  energy 2s = -117.45768 hartree
  energy 2p1/2 = -115.17470 hartree
  energy 2p3/2 = -113.69684 hartree
Dirac-Fock transition 2s-2p1/2:
  omega = 2.282982 hartree = 62.123 eV
  k = 1.665972e-02 1/bohr
  Lam = 2.038754e-04 hartree
  omega Int j1 S dr = 2.128874e-03 hartree
  dR/dG = -0.011371 bohr
    from exchange on 2p1/2 = -0.002870 bohr
    from exchange on 2s = -0.008501 bohr
  R Coulomb gauge = 0.184008 bohr
  R length gauge = 0.167926 bohr
  long-wave Int r S dr = 0.167920 bohr
  (R_length/R_Coulomb - 1) = -8.739 percent
  oscillator strength, Coulomb gauge = 0.017178
  oscillator strength, length gauge = 0.014306
Dirac-Fock transition 2s-2p3/2:
  omega = 3.760845 hartree = 102.338 eV
  k = 2.744421e-02 1/bohr
  Lam = 3.327650e-04 hartree
  omega Int j1 S dr = 5.849596e-03 hartree
  dR/dG = -0.006839 bohr
    from exchange on 2p3/2 = -0.001746 bohr
    from exchange on 2s = -0.005094 bohr
  R Coulomb gauge = 0.179683 bohr
  R length gauge = 0.170011 bohr
  long-wave Int r S dr = 0.170025 bohr
  (R_length/R_Coulomb - 1) = -5.383 percent
  oscillator strength, Coulomb gauge = 0.053965
  oscillator strength, length gauge = 0.048312
Local direct potential, 2s-2p1/2:
  omega = 2.069623 hartree
  R Coulomb gauge = 0.168612 bohr
  R length gauge = 0.168612 bohr
  |Lam|/(omega |Int j1 S dr|) = 1.6e-11
Local direct potential, 2s-2p3/2:
  omega = 3.538509 hartree
  R Coulomb gauge = 0.170714 bohr
  R length gauge = 0.170714 bohr
  |Lam|/(omega |Int j1 S dr|) = 8.2e-12
all tests passed
```
